# Spin-adapted stability conditions for a real restricted Hartree-Fock determinant: a numerical check

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""Stability of a real closed-shell RHF determinant.

Result under test: for rotations exp(T - T^dagger) of the determinant, with
amplitudes t = sum_mu c_mu sigma_mu / sqrt(2) (mu = 0, x, y, z), the energy is
E0 + sum_mu [Re c_mu (A+B)_mu Re c_mu + Im c_mu (A-B) Im c_mu] + higher order,
  singlet A+B = D + 4(ai|bj) - (ab|ij) - (aj|bi)
  triplet A+B = D            - (ab|ij) - (aj|bi)
  A-B         = D            - (ab|ij) + (aj|bi)   (singlet and triplet alike)
i, j: occupied; a, b: virtual; D = f_ab delta_ij - f_ij delta_ab; f: Fock matrix.
Energies are in hartree and lengths in bohr. The basis is STO-3G.
A 'system' is (h, eri, nocc) in orthonormal orbitals, occupied ones first.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import block_diag, expm
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
PAULI = [np.eye(2, dtype=complex),
         np.array([[0, 1], [1, 0]], dtype=complex),
         np.array([[0, -1j], [1j, 0]], dtype=complex),
         np.array([[1, 0], [0, -1]], dtype=complex)]


def change_basis(h, eri, c):
    new_eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, c, c, c, c, optimize=True)
    return c.T @ h @ c, new_eri


def orthonormal_integrals(atoms):
    """Integrals over symmetrically orthonormalized basis functions."""
    mol = gto.M(atom=atoms, unit="Bohr", basis="sto-3g", verbose=0)
    w, v = np.linalg.eigh(mol.intor("int1e_ovlp"))
    n = len(w)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e").reshape(n, n, n, n)
    h, eri = change_basis(h, eri, (v / np.sqrt(w)) @ v.T)
    return h, eri, mol.energy_nuc()


def fock(system):
    h, eri, o = system
    return (h + 2 * np.einsum("pqkk->pq", eri[:, :, :o, :o])
            - np.einsum("pkkq->pq", eri[:, :o, :o, :]))


def stability_matrices(system):
    """Derived formulas: singlet A+B, triplet A+B, A-B."""
    h, eri, o = system
    f = fock(system)
    nv = len(h) - o
    assert np.abs(f[o:, :o]).max() < 1e-8      # the determinant is stationary
    d = (np.einsum("ab,ij->aibj", f[o:, o:], np.eye(o))
         - np.einsum("ij,ab->aibj", f[:o, :o], np.eye(nv)))
    direct = eri[o:, :o, o:, :o]                              # (ai|bj)
    coulomb = eri[o:, o:, :o, :o].transpose(0, 2, 1, 3)       # (ab|ij)
    exchange = direct.transpose(0, 3, 2, 1)                   # (aj|bi)
    parts = (d + 4 * direct - coulomb - exchange,
             d - coulomb - exchange,
             d - coulomb + exchange)
    return [m.reshape(nv * o, nv * o) for m in parts]


def determinant_energy(h, eri, c):
    """Electronic energy of any determinant; c holds its occupied spinors."""
    n = len(h)
    dm = (c @ c.conj().T).reshape(2, n, 2, n)
    rho = dm[0, :, 0, :] + dm[1, :, 1, :]
    one = np.einsum("pq,qp->", h, rho)
    coul = np.einsum("pq,qp->", np.einsum("pqrs,sr->pq", eri, rho), rho)
    exch = np.einsum("pqrs,bsap,aqbr->", eri, dm, dm)
    return (one + 0.5 * (coul - exch)).real


def rotated_energy(system, t):
    """Energy after the rotation with amplitudes t[spin, a, spin', i]."""
    h, eri, o = system
    n = len(h)
    k = np.zeros((2, n, 2, n), dtype=complex)
    k[:, o:, :, :o] = t
    k = k.reshape(2 * n, 2 * n)
    u = expm(k - k.conj().T)
    return determinant_energy(h, eri, u.reshape(2 * n, 2, n)[:, :, :o].reshape(2 * n, 2 * o))


def amplitudes(spin, orbital):
    return np.einsum("st,ai->sati", spin, orbital)


def scf_orbitals(h, eri, da, db, nocc):
    """Damped SCF for separate up and down densities."""
    for _ in range(400):
        coul = np.einsum("pqrs,sr->pq", eri, da + db)
        ca, cb = [np.linalg.eigh(h + coul - np.einsum("prsq,rs->pq", eri, d))[1]
                  for d in (da, db)]
        da = 0.5 * (da + ca[:, :nocc] @ ca[:, :nocc].T)
        db = 0.5 * (db + cb[:, :nocc] @ cb[:, :nocc].T)
    return ca, cb


def show(label, values, unit="hartree"):
    text = " ".join(f"{v:.6f}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}")


# ---- Irregular H4 cluster: complete Hessian from the determinant energy ----
h4_atoms = [("H", (0, 0, 0)), ("H", (1.5, 0, 0)),
            ("H", (3.4, 0.6, 0)), ("H", (4.6, 1.6, 0.7))]
h, eri, _ = orthonormal_integrals(h4_atoms)
guess = np.linalg.eigh(h)[1][:, :2]
guess = guess @ guess.T
orbitals, _ = scf_orbitals(h, eri, guess, guess, 2)
h4 = (*change_basis(h, eri, orbitals), 2)
singlet, triplet, imaginary = stability_matrices(h4)

directions = []
for phase in (1, 1j):
    for sigma in PAULI:
        for ai in range(4):
            unit = np.zeros(4)
            unit[ai] = 1
            directions.append(amplitudes(phase * sigma / np.sqrt(2), unit.reshape(2, 2)))
size, step = len(directions), 5e-4
numeric = np.zeros((size, size))
for k in range(size):
    for l in range(k + 1):
        p, q = step * directions[k], step * directions[l]
        second = (rotated_energy(h4, p + q) - rotated_energy(h4, p - q)
                  - rotated_energy(h4, q - p) + rotated_energy(h4, -p - q)) / (4 * step**2)
        numeric[k, l] = numeric[l, k] = second / 2
derived = block_diag(singlet, *[triplet] * 3, *[imaginary] * 4)
deviation = np.abs(numeric - derived).max()
assert deviation < 2e-5      # truncation error of the finite differences

# Conjugating the orbitals of one spin only must leave the energy unchanged.
rng = np.random.default_rng(1)
z = 0.4 * (rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))
up, down = np.diag([1.0, 0.0]), np.diag([0.0, 1.0])
e_same = rotated_energy(h4, amplitudes(up, z) + amplitudes(down, z))
e_conj = rotated_energy(h4, amplitudes(up, z) + amplitudes(down, z.conj()))
e_h4 = rotated_energy(h4, np.zeros((2, 2, 2, 2)))
assert abs(e_same - e_conj) < 1e-10 and abs(e_same - e_h4) > 1e-2

direct = h4[1][2:, :2, 2:, :2]
direct_eigs = np.linalg.eigvalsh(direct.reshape(4, 4))
exchange_eigs = np.linalg.eigvalsh(direct.transpose(0, 3, 2, 1).reshape(4, 4))
assert direct_eigs[0] > -1e-12
assert np.all(np.linalg.eigvalsh(triplet) <= np.linalg.eigvalsh(singlet) + 1e-12)

print("H4 cluster, positions in bohr:", [a[1] for a in h4_atoms])
print(f"H4 number of real rotation parameters: {size}")
print(f"H4 largest deviation, numeric Hessian/2 from blocks: {deviation:.1e} hartree")
show("H4 eigenvalues singlet A+B", np.linalg.eigvalsh(singlet))
show("H4 eigenvalues triplet A+B", np.linalg.eigvalsh(triplet))
show("H4 eigenvalues A-B", np.linalg.eigvalsh(imaginary))
show("H4 eigenvalues of (ai|bj)", direct_eigs)
show("H4 eigenvalues of (aj|bi)", exchange_eigs)
show("H4 energy change, same complex rotation for both spins", e_same - e_h4)
show("H4 energy change, conjugate rotation for down spin", e_conj - e_h4)


# ---- H2: one occupied and one virtual orbital ----
def hydrogen(distance, occupied="g"):
    h, eri, nuc = orthonormal_integrals([("H", (0, 0, 0)), ("H", (0, 0, distance))])
    c = np.array([[1, 1], [1, -1]]) / np.sqrt(2)
    if occupied == "u":
        c = c[:, ::-1]
    return (*change_basis(h, eri, c), 1), nuc


def h2_values(distance, occupied="g"):
    return [m[0, 0] for m in stability_matrices(hydrogen(distance, occupied)[0])]


def h2_path(system, spin, theta):
    return rotated_energy(system, amplitudes(theta * spin, np.ones((1, 1))))


for distance, occupied in ((1.4, "g"), (4.0, "g"), (1.4, "u")):
    system, nuc = hydrogen(distance, occupied)
    f = fock(system)
    gap, coul, exch = f[1, 1] - f[0, 0], system[1][1, 1, 0, 0], system[1][1, 0, 1, 0]
    values = h2_values(distance, occupied)
    e0 = h2_path(system, PAULI[0], 0)
    for spin, value in zip((PAULI[0], PAULI[3], 1j * PAULI[0]), values):
        d = 1e-3
        curvature = (h2_path(system, spin, d) + h2_path(system, spin, -d) - 2 * e0) / d**2
        assert abs(curvature - 4 * value) < 2e-5
    name = f"H2 sigma_{occupied}^2 at {distance} bohr"
    show(name + ", total energy", e0 + nuc)
    show(name + ", Delta J K", [gap, coul, exch])
    show(name + ", singlet A+B, triplet A+B, A-B", values)

onset = brentq(lambda r: h2_values(r)[1], 1.4, 4.0)


def uhf_scan(distance):
    """Lowest energy on the UHF path, relative to RHF, and its angle."""
    system, _ = hydrogen(distance)
    best = minimize_scalar(lambda x: h2_path(system, PAULI[3], x),
                           bounds=(0, np.pi / 4), method="bounded",
                           options={"xatol": 1e-9})
    return best.fun - h2_path(system, PAULI[0], 0), best.x


assert uhf_scan(onset - 0.1)[0] > -1e-9
assert uhf_scan(onset + 0.1)[0] < -1e-5
lowering, angle = uhf_scan(4.0)
h, eri, nuc = orthonormal_integrals([("H", (0, 0, 0)), ("H", (0, 0, 4.0))])
ca, cb = scf_orbitals(h, eri, up, down, 1)
e_uhf = determinant_energy(h, eri, block_diag(ca[:, :1], cb[:, :1]))
e_rhf = h2_path(hydrogen(4.0)[0], PAULI[0], 0)
assert abs(e_uhf - e_rhf - lowering) < 1e-8
print(f"H2 onset of UHF instability: {onset:.4f} bohr = {onset * BOHR_ANGSTROM:.4f} angstrom")
show("H2 UHF minus RHF energy, 0.1 bohr beyond onset", uhf_scan(onset + 0.1)[0])
show("H2 UHF total energy at 4.0 bohr, separate SCF", e_uhf + nuc)
print(f"H2 UHF minus RHF at 4.0 bohr: {lowering:.6f} hartree = {lowering * HARTREE_EV:.4f} eV")
print(f"H2 UHF rotation angle at 4.0 bohr: {np.degrees(angle):.3f} degrees")

# The real RHF path from sigma_u^2 ends at sigma_g^2.
excited, ground = hydrogen(1.4, "u")[0], hydrogen(1.4)[0]
e_end = h2_path(excited, PAULI[0], np.pi / 2)
assert abs(e_end - h2_path(ground, PAULI[0], 0)) < 1e-10
assert e_end < h2_path(excited, PAULI[0], 0)
crossing = brentq(lambda r: h2_values(r, "u")[0], 1.4, 8.0)
print(f"H2 sigma_u^2 internal instability ends at: {crossing:.4f} bohr")
show("H2 sigma_u^2 triplet A+B at that distance", h2_values(crossing, "u")[1])

# ---- Carbon atom, closed-shell configuration 1s2 2s2 2pz2 ----
h, eri, _ = orthonormal_integrals([("C", (0, 0, 0))])
order = np.eye(5)[:, [0, 1, 4, 2, 3]]          # 1s, 2s, pz | px, py
carbon = (*change_basis(h, eri, order), 3)
k_zx = carbon[1][3, 2, 3, 2]
j_zz, j_zx = carbon[1][2, 2, 2, 2], carbon[1][3, 3, 2, 2]
assert abs(j_zz - j_zx - 2 * k_zx) < 1e-8
eigs = [np.linalg.eigvalsh(m) for m in stability_matrices(carbon)]
for found, expected in zip(eigs, (0, -4 * k_zx, -2 * k_zx)):
    assert np.sum(np.abs(found - expected) < 1e-8) >= 2      # pz->px and pz->py

pz_to_px = np.zeros((2, 3))
pz_to_px[0, 2] = 1
e_carbon = rotated_energy(carbon, np.zeros((2, 2, 2, 3)))
paths = {"real RHF": (PAULI[0], 0), "UHF": (PAULI[3], -2),
         "complex RHF": (1j * PAULI[0], -1), "real general HF": (1j * PAULI[2], -1)}
show("C atom RHF energy", e_carbon)
show("C atom J_zz J_zx K_zx", [j_zz, j_zx, k_zx])
for name, found in zip(("singlet A+B", "triplet A+B", "A-B"), eigs):
    show(f"C atom eigenvalues {name}", found + 0.0)
for name, (spin, factor) in paths.items():
    for theta in (0.2, 0.5, np.pi / 4):
        change = rotated_energy(carbon, amplitudes(theta * spin, pz_to_px)) - e_carbon
        assert abs(change - factor * k_zx * np.sin(2 * theta)**2) < 1e-8
    print(f"C atom energy change at 45 degrees, {name}: {change:.6f} hartree"
          f" = {change * HARTREE_EV:.4f} eV")

print("OK")
```

Running it gives:

```
H4 cluster, positions in bohr: [(0, 0, 0), (1.5, 0, 0), (3.4, 0.6, 0), (4.6, 1.6, 0.7)]
H4 number of real rotation parameters: 32
H4 largest deviation, numeric Hessian/2 from blocks: 3.1e-07 hartree
H4 eigenvalues singlet A+B: 0.735595 0.848087 1.295354 1.382084 hartree
H4 eigenvalues triplet A+B: 0.165341 0.392589 0.920910 1.096879 hartree
H4 eigenvalues A-B: 0.487985 0.682328 1.048952 1.199154 hartree
H4 eigenvalues of (ai|bj): 0.007320 0.042648 0.165886 0.205497 hartree
H4 eigenvalues of (aj|bi): 0.004373 0.046260 0.166062 0.204655 hartree
H4 energy change, same complex rotation for both spins: 1.011541 hartree
H4 energy change, conjugate rotation for down spin: 1.011541 hartree
H2 sigma_g^2 at 1.4 bohr, total energy: -1.116714 hartree
H2 sigma_g^2 at 1.4 bohr, Delta J K: 1.248471 0.663564 0.181258 hartree
H2 sigma_g^2 at 1.4 bohr, singlet A+B, triplet A+B, A-B: 1.128680 0.403649 0.766165 hartree
H2 sigma_g^2 at 4.0 bohr, total energy: -0.761082 hartree
H2 sigma_g^2 at 4.0 bohr, Delta J K: 0.345837 0.512086 0.265128 hartree
H2 sigma_g^2 at 4.0 bohr, singlet A+B, triplet A+B, A-B: 0.629135 -0.431378 0.098879 hartree
H2 sigma_u^2 at 1.4 bohr, total energy: 0.460576 hartree
H2 sigma_u^2 at 1.4 bohr, Delta J K: -0.328820 0.663564 0.181258 hartree
H2 sigma_u^2 at 1.4 bohr, singlet A+B, triplet A+B, A-B: -0.448610 -1.173642 -0.811126 hartree
H2 onset of UHF instability: 2.1797 bohr = 1.1534 angstrom
H2 UHF minus RHF energy, 0.1 bohr beyond onset: -0.001621 hartree
H2 UHF total energy at 4.0 bohr, separate SCF: -0.935842 hartree
H2 UHF minus RHF at 4.0 bohr: -0.174760 hartree = -4.7555 eV
H2 UHF rotation angle at 4.0 bohr: 39.531 degrees
H2 sigma_u^2 internal instability ends at: 2.2541 bohr
H2 sigma_u^2 triplet A+B at that distance: -0.837270 hartree
C atom RHF energy: -37.089587 hartree
C atom J_zz J_zx K_zx: 0.672833 0.600295 0.036269 hartree
C atom eigenvalues singlet A+B: -0.000000 -0.000000 0.648035 0.648035 10.395919 10.395919 hartree
C atom eigenvalues triplet A+B: -0.145075 -0.145075 0.125632 0.125632 10.308870 10.308870 hartree
C atom eigenvalues A-B: -0.072537 -0.072537 0.387183 0.387183 10.352045 10.352045 hartree
C atom energy change at 45 degrees, real RHF: -0.000000 hartree = -0.0000 eV
C atom energy change at 45 degrees, UHF: -0.072537 hartree = -1.9738 eV
C atom energy change at 45 degrees, complex RHF: -0.036269 hartree = -0.9869 eV
C atom energy change at 45 degrees, real general HF: -0.036269 hartree = -0.9869 eV
OK
```
